# Low-temperature limit of the Cahill minimum thermal conductivity

## Problem

A simple model of heat conduction in a glass treats the vibrations as sound waves in three branches $i$, two transverse and one longitudinal, with speeds $v_i$. Each branch has $\omega=v_iq$ and as many modes as there are atoms, $n$ per unit volume. The Cahill minimum conductivity follows from one further assumption: every vibration passes its energy on after half a period, so its relaxation time is $\tau=\pi/\omega$. The model contains no tunnelling states.

(a) Show that the model gives

$$\kappa=\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_i v_i\left(\frac{T}{\Theta_i}\right)^2J\!\left(\frac{\Theta_i}{T}\right),\qquad J(X)=\int_0^X\frac{x^3e^x}{(e^x-1)^2}\,dx,$$

with Debye temperatures $\Theta_i=(\hbar v_i/k_B)(6\pi^2n)^{1/3}$.

(b) Show that $\kappa\propto T^2$ far below all $\Theta_i$. Find the coefficient and bound the error. Why must $T$ lie below all the Debye temperatures?

(c) Which assumption fixes the power of $T$? Compare with resonant scattering of sound by tunnelling states, and decide whether a measured $T^2$ law could tell the two mechanisms apart.

(d) Evaluate the model for silica glass, with the rough values $n=66\ \mathrm{nm^{-3}}$, $v_t=3.8$ km/s and $v_l=6.0$ km/s. Estimate what it neglects.

## Solution

### (a) From the half-period rule to the Cahill formula

In a temperature gradient along $z$, a mode with velocity component $v_z$ brings energy from where it last relaxed. To first order in the gradient its energy departs from local equilibrium by $-c\,v_z\tau\,dT/dz$, where $c$ is its heat capacity. Multiplying by $v_z$ and summing over modes gives the heat flux, so

$$\kappa=\frac1V\sum_{\text{modes}}c\,v_z^2\tau .$$

In an isotropic solid $v_z^2$ averages to $v_i^2/3$. With $x=\hbar\omega/(k_BT)$, the heat capacity of a mode is

$$c=\frac{d}{dT}\frac{\hbar\omega}{e^x-1}=\hbar\omega\,\frac{e^x}{(e^x-1)^2}\,\frac{x}{T}=k_B\frac{x^2e^x}{(e^x-1)^2}.$$

The number of modes per volume and frequency is $g_i=\omega^2/(2\pi^2v_i^3)$. Setting $\int_0^{\omega_i}g_i\,d\omega=\omega_i^3/(6\pi^2v_i^3)=n$ gives the cutoff $\omega_i=v_i(6\pi^2n)^{1/3}=k_B\Theta_i/\hbar$. Then

$$\kappa_i=\frac13\int_0^{\omega_i}\frac{\omega^2}{2\pi^2v_i^3}\,c\,v_i^2\,\frac{\pi}{\omega}\,d\omega=\frac{1}{6\pi v_i}\int_0^{\omega_i}\omega\,c\,d\omega=\frac{k_B}{6\pi v_i}\left(\frac{k_BT}{\hbar}\right)^2J\!\left(\frac{\Theta_i}{T}\right).\tag{1}$$

The definition of $\Theta_i$ gives $k_BT/\hbar=v_i(6\pi^2n)^{1/3}\,T/\Theta_i$. Inserting this leaves the numerical factor

$$\frac{(6\pi^2)^{2/3}}{6\pi}=\left(\frac{36\pi^4}{216\pi^3}\right)^{1/3}=\left(\frac{\pi}{6}\right)^{1/3},$$

and the sum over branches is the stated formula. The free path is $\ell=v_i\tau=\pi v_i/\omega$, half a wavelength.

### (b) The quadratic law and its range

When $T\ll\Theta_i$, the upper limit of $J$ may be sent to infinity. Since $e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}$, integration by parts gives

$$J(\infty)=3\int_0^\infty\frac{x^2}{e^x-1}\,dx=3\sum_{m=1}^\infty\int_0^\infty x^2e^{-mx}dx=3\sum_{m=1}^\infty\frac{2}{m^3}=6\zeta(3)\approx7.212 .$$

The boundary term $x^3/(e^x-1)$ vanishes at both ends. Equation (1), summed over branches, becomes

$$\boxed{\;\kappa\simeq\frac{\zeta(3)\,k_B^3}{\pi\hbar^2}\left(\sum_i\frac1{v_i}\right)T^2\;}\tag{2}$$

The number of thermally excited modes grows as $T^3$, while their half wavelength shrinks as $1/T$; the product is $T^2$. The density $n$ has dropped out because it enters (1) through the cutoff alone, and the cutoff is no longer felt.

**Error.** Expand $e^x/(e^x-1)^2=\sum_m m\,e^{-mx}$ and integrate from $X$ to infinity:

$$J(\infty)-J(X)=\sum_{m=1}^\infty e^{-mX}\left(X^3+\frac{3X^2}{m}+\frac{6X}{m^2}+\frac{6}{m^3}\right)\le\frac{X^3+3X^2+6X+6}{e^X-1}.$$

The bound replaces each $1/m$ in the bracket by 1 and sums the geometric series. The error is therefore exponentially small in $\Theta_i/T$. Solving $J(X)=0.99\,J(\infty)$ numerically gives $X=9.79$: a branch is within 1% of its quadratic law below about $\Theta_i/10$.

**Local exponent.** Because $X=\Theta_i/T$, we have $dJ/d\ln T=-X\,dJ/dX$. Differentiating $T^2J$ for each branch and weighting by its share $w_i=\kappa_i/\kappa$,

$$p\equiv\frac{d\ln\kappa}{d\ln T}=2-\sum_iw_i\frac{X_i^4e^{X_i}}{(e^{X_i}-1)^2J(X_i)} .\tag{3}$$

The subtracted terms are positive, so $p$ approaches 2 from below on cooling.

**Why all the Debye temperatures matter.** For small $x$ the integrand of $J$ tends to $x$, so $J(X)\to X^2/2$ and a branch far above its $\Theta_i$ contributes a constant proportional to $v_i/2$. Take two slow branches of 0.1 km/s and a fast one of 10 km/s, at a temperature 5 times the lower Debye temperature and 0.05 times the upper. Apart from the common prefactor, the slow pair contributes $2\times0.1/2=0.10$ and the fast branch $10\times0.05^2\times7.212=0.18$. Only the second part varies as $T^2$, so $p\approx2\times0.18/0.28\approx1.29$. Being far below the highest Debye temperature is not enough. For much more widely separated speeds the fast branch dominates and $p$ comes close to 2 again (with slow branches of 0.01 km/s, $p\approx2\times0.18/0.19\approx1.9$), but the coefficient is then that of the fast branch alone. Law (2), with its sum over all $1/v_i$, needs $T$ far below every $\Theta_i$.

Far above all of them, $\kappa$ reaches the plateau $\frac12(\pi/6)^{1/3}k_Bn^{2/3}\sum_iv_i$.

### (c) What the power of $T$ reveals

Let the path be $\ell\propto\omega^{-s}$, independent of $T$ at fixed frequency. Since $v_i^2\tau=v_i\ell$,

$$\kappa_i\propto\int\omega^2c\,\ell\,d\omega\propto T^{3-s}\int_0^\infty\frac{x^{4-s}e^x}{(e^x-1)^2}\,dx .$$

Near $x=0$ the integrand behaves as $x^{2-s}$, so the integral converges for $s<3$. The half-wavelength rule has $s=1$ and gives $T^2$; a constant path gives $T^3$. Within the Debye spectrum, the power is thus set by $\ell\propto1/\omega$.

**Tunnelling states.** Consider two-level systems with asymmetry $\Delta\ge0$, tunnel splitting $\Delta_0$ and energy $E=\sqrt{\Delta^2+\Delta_0^2}$, distributed with density $P\,d\Delta\,d\Delta_0/\Delta_0$ per volume. A strain $e_0\cos\omega t$ shifts the two wells by $\pm\gamma e_0\cos\omega t$. In the energy eigenbasis the transition amplitude is $\gamma e_0\Delta_0/(2E)$, where the factor $\frac12$ comes from splitting the cosine into two exponentials. The golden rule, times the energy $\hbar\omega$ and the population difference $\tanh(E/2k_BT)$, gives the absorbed power per volume:

$$W=\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{\gamma^2e_0^2}{4}\,P\tanh\frac x2\int\frac{d\Delta\,d\Delta_0}{\Delta_0}\,\frac{\Delta_0^2}{E^2}\,\delta(E-\hbar\omega).$$

With $\Delta=E\cos\theta$ and $\Delta_0=E\sin\theta$, the integral is $\int_0^{\pi/2}\sin\theta\,d\theta=1$. Dividing $W$ by the wave's energy density $\frac12\rho v_i^2e_0^2$, where $\rho$ is the mass density, gives

$$\frac1\tau=\pi C\omega\tanh\frac x2,\qquad C=\frac{P\gamma^2}{\rho v_i^2},\qquad \ell=\frac{v_i}{\pi C\omega\tanh(x/2)} .$$

This path again has the form $1/\omega$ times a function of $x$. Replacing $\pi v_i/\omega$ by it in (1) multiplies the integrand by $\coth(x/2)/(\pi^2C)$. To integrate, put $f=(e^x-1)^{-1}$. Then

$$f''=\frac{e^x(e^x+1)}{(e^x-1)^3}=\frac{e^x}{(e^x-1)^2}\coth\frac x2,$$

and two integrations by parts, whose boundary terms vanish, give

$$\int_0^\infty x^3f''\,dx=6\int_0^\infty xf\,dx=6\sum_{m=1}^\infty\frac1{m^2}=\pi^2 .$$

Therefore, if $C$ is the same in all branches,

$$\kappa_{\rm res}=\frac{k_B^3T^2}{6\pi\hbar^2C}\sum_i\frac1{v_i},\qquad \frac{\kappa_{\rm res}}{\kappa}=\frac{1}{6\zeta(3)\,C}.\tag{4}$$

In a bulk sample, with no boundary limit on the path, both mechanisms give $T^2$, so the exponent cannot distinguish them. The magnitude can, because $C$ is small.

### (d) Silica glass

The Debye temperatures are 457 K (transverse) and 722 K (longitudinal). With

$$\sum_i\frac1{v_i}=\frac{2}{3800}+\frac1{6000}=6.93\times10^{-4}\ \mathrm{s/m},$$

equation (2) gives $\kappa\simeq(6.27\times10^{-5}\ \mathrm{W\,m^{-1}K^{-3}})\,T^2$. At 10 K this is $6.27\times10^{-5}\times100=6.3\times10^{-3}$ W/(m K). The full formula, with $J$ integrated numerically, compares as follows; conductivities are in W/(m K).

| $T$ (K) | full $\kappa$ | law (2) | $p$ |
|---:|---:|---:|---:|
| 10 | 0.00627 | 0.00627 | 2.00 |
| 30 | 0.0565 | 0.0565 | 2.00 |
| 50 | 0.155 | 0.157 | 1.92 |
| 100 | 0.487 | 0.627 | 1.29 |
| 300 | 1.06 | 5.65 | 0.28 |

The law is 1.2% above the full result at 50 K and fails beyond, as $\kappa$ bends towards its plateau of 1.24 W/(m K).

**Long free paths.** For silica $C$ is roughly $3\times10^{-4}$, and (4) gives a ratio of $1/(7.212\times3\times10^{-4})\approx460$. At 1 K the minimum is $6.3\times10^{-5}$ W/(m K) and the resonant value is 0.029 W/(m K). The integrand of $J$ peaks at $x=2.58$; there the transverse half wavelength is 35 nm, while the resonant path is about 14 µm.

**A thin film.** Crudely cap the path at $L=1000$ nm by replacing $1/\ell$ with $1/\ell+1/L$. At 1 K, numerical integration then lowers the minimum by 4%, but brings the resonant value down to 0.0020 W/(m K), still 33 times the capped minimum. This value is 88% of the 0.0023 W/(m K) that the path $L$ alone would give, so it mostly reflects the boundary rather than the tunnelling states. Its local exponent at 1 K is about 2.9, against 2.0 for the capped minimum.

**Curved dispersion.** Let $\omega=\omega_0\sin(\pi q/2q_D)$, with $q_D=(6\pi^2n)^{1/3}$ and $\omega_0=2v_iq_D/\pi$, and keep $\tau=\pi/\omega$. The density of states is $q^2/(2\pi^2v_g)$, with group velocity $v_g$, so the factor $\omega^2/v_i$ contained in (1) becomes $q^2v_g$. With $u=\omega/\omega_0$,

$$q^2v_g=\frac{\omega_0^2}{v_i}\arcsin^2\!u\,\sqrt{1-u^2}=\frac{\omega^2}{v_i}\left(1+\frac{u^2}{3}-\frac{u^2}{2}+\dots\right)=\frac{\omega^2}{v_i}\left(1-\frac{u^2}{6}+\dots\right).$$

Here $u=\pi xT/(2\Theta_i)$. The same steps that gave $J(\infty)$ give $\int_0^\infty x^5e^x(e^x-1)^{-2}dx=120\,\zeta(5)$, so the thermal average of $x^2$ is $20\,\zeta(5)/\zeta(3)$. The leading relative change of $\kappa_i$ is

$$-\frac16\,\frac{\pi^2T^2}{4\Theta_i^2}\,\frac{20\,\zeta(5)}{\zeta(3)}=-\frac{5\pi^2}{6}\,\frac{\zeta(5)}{\zeta(3)}\left(\frac{T}{\Theta_i}\right)^2 .$$

The exponentially small error found in (b) thus belongs to linear dispersion. For the transverse branch at 10 K, the full integral gives a change of $-0.35\%$. The effect grows faster than the leading term: it is about $-17\%$ at $\Theta_t/10$ and $-21\%$ at 50 K. At 300 K, where the modes near the cutoff have lost their group velocity, the total $\kappa$ drops from 1.06 to about 0.39 W/(m K).

**Soft modes.** Glasses have more low-frequency vibrations than the Debye spectrum allows. As a rough model for silica, multiply $g_i$ by $1+4\exp[-\ln^2(\nu/\nu_0)/(2\times0.5^2)]$, with $\nu=\omega/2\pi$ and $\nu_0=1$ THz, and let the extra modes carry heat by the same half-period rule, with the sound speed $v_i$ assumed for them too. Numerical integration then raises $\kappa$ by 0.1% at 1 K but by 230% at 10 K. With such a spectrum, being far below the Debye temperatures does not guarantee the $T^2$ law; $k_BT$ must also lie far below the energy of the soft modes. Here $2\pi\hbar\nu_0/k_B=48$ K, yet the gain stays under 1% only below about 1.4 K, and the local exponent reaches about 3 near 5 K.

**The real glass.** Bulk silica glass conducts roughly a few hundredths of a W/(m K) at 1 K and roughly 0.1 W/(m K) near 10 K. The minimum is too small by a factor of several hundred at 1 K and by more than ten at 10 K. The main assumption that fails is the half-wavelength path: long sound waves travel much further. At 10 K the rough soft-mode spectrum above raises the model only to about 0.021 W/(m K), some 15% of the gap. Even that assumes the extra modes move at the sound speed and ignores the scattering of sound by them. At 1 K the resonant estimate has the right size. It omits relaxational absorption by the tunnelling states and other scattering, and should not be carried up to 10 K. Near room temperature, where the measured value is roughly 1.4 W/(m K), the model's 1.06 W/(m K) is of the right order, though this closeness relies on linear dispersion up to the cutoff. Its $T^2$ law is a correct limit of the formula, but not an explanation of the conductivity of cold silica.

Numerical values quoted here were computed with a short program.
